The electron barrier at a charged silicon grain boundary

**Problem**

A grain boundary in n-type silicon contains N_t = 10¹² electron traps per cm². A trap is neutral when empty and carries the charge −q when it has captured an electron; q is the elementary charge, taken positive. The grains on both sides contain N_D = 10¹⁷ donors per cm³, spread uniformly. No voltage is applied, and the temperature is 300 K.

(a) Estimate by scaling the energy barrier that the trapped charge presents to an electron crossing the boundary.

(b) Calculate the barrier, assuming that every trap is filled and that the silicon next to the boundary has lost all its free electrons.

(c) Decide whether traps in the middle of the gap would really be filled, and find how the free electrons neglected in (b) change the answer.

The relative permittivity of silicon is taken as 11.7, so ε = 11.7 ε₀. The other silicon parameters are rough typical values: a gap of 1.12 eV, a density-of-states mass of 1.08 electron masses, and a grain size of 300 nm.

**First estimate by scaling**

The electrons in the traps came from donors in the grains. Close to the boundary they leave behind positive donor ions that no free electrons neutralize. This layer is the space charge, and its width follows from counting: N_t electrons per area must come from a thickness of order

W ~ N_t/N_D.

A sheet with charge qN_t per area produces a field of order

F ~ qN_t/ε.

The barrier is the work done against this field over the width of the layer:

E ~ qFW ~ q²N_t²/(εN_D).

Dimensions alone would not have given this. The quantity q²/ε is an energy times a length, so any product N_t^a N_D^b with 2a + 3b = 1 would yield an energy. Charge balance selects a = 2 and b = −1.

For the numbers it is convenient to use nanometres:

N_t = 0.01 nm⁻², N_D = 10⁻⁴ nm⁻³, q²/ε = 1.5466 eV nm.

The estimate is then

E ~ 1.5466 × (0.01)²/10⁻⁴ eV ≈ 1.5 eV.

This exceeds the gap of silicon. A barrier that high could not coexist with filled midgap traps, as part (c) will show, so the numerical prefactor decides whether the picture is consistent at all.

**Solution in the depletion approximation**

Let x be the distance from the boundary into the right-hand grain, and let u(x) be the upward shift of the conduction band edge, with u = 0 deep inside the grain. The trapped charge is treated as a thin, laterally uniform sheet at x = 0. The two grains are identical, so the left side is the mirror image of the right.

The depletion approximation divides each grain into two regions. For 0 < x < W there are no free electrons and every donor is ionized, so the charge density is ρ = qN_D. For x > W the material is neutral and the band edge is flat.

Neutrality of the whole structure fixes W. The sheet holds −qN_t per area, and the two depleted layers together hold +2qN_D W:

2qN_D W = qN_t, so W = N_t/(2N_D).

With the given densities,

W = 0.01/(2 × 10⁻⁴) nm = 50 nm.

Next comes the curvature of the band edge. The electrostatic potential φ obeys Poisson's equation φ″ = −ρ/ε. An electron has the charge −q, so its potential energy is u = −qφ. The two minus signs cancel:

u″ = qρ/ε = q²N_D/ε for 0 < x < W.

At x = W the band edge must join the flat region without a step or a kink. A step would mean an infinite field, and a kink would need a second sheet of charge, which is absent. Hence u(W) = 0 and u′(W) = 0. Integrating once from W back to x gives

u′(x) = −(q²N_D/ε)(W − x),

and integrating again gives

u(x) = (q²N_D/2ε)(W − x)².

The slope at the boundary provides a check on signs and factors. The solution gives

u′(0) = −q²N_D W/ε = −q²N_t/(2ε).

Gauss's law, applied to a thin box around the sheet, gives the same slope. Equal fields leave through the two faces, so 2εF_x = −qN_t, where F_x is the field just to the right of the sheet. Since u′ = −qφ′ = qF_x, it follows that u′(0) = −q²N_t/(2ε). The field magnitude is

F = qN_t/(2ε) = 0.0773 MV/cm.

The barrier is the height of the parabola at x = 0:

E_b = u(0) = q²N_D W²/(2ε).

Inserting W² = N_t²/(4N_D²) gives

E_b = (q²N_D/2ε) × N_t²/(4N_D²) = q²N_t²/(8εN_D).

With the numbers,

E_b = 1.5466 × (0.01)²/(8 × 10⁻⁴) eV = 0.1933 eV,

or 0.19 eV, which is 3.10 × 10⁻²⁰ J.

The sharing of the charge between two sides matters. If the same sheet were balanced by donors on one side only, the layer would be twice as wide. Since the barrier goes as W², it would be four times as high, 0.77 eV.

**Would midgap traps be filled?**

A trap is filled if its level lies well below the Fermi level E_F. Deep in the grain the electron density is nearly N_D, and in a non-degenerate semiconductor it equals N_c exp[−(E_C − E_F)/kT]. Here E_C is the conduction band edge and N_c = 2.82 × 10¹⁹ cm⁻³ is the effective density of states at 300 K. Solving for the energy difference gives

E_C − E_F = kT ln(N_c/N_D) = 0.146 eV in the bulk,

with kT = 0.02585 eV. In equilibrium the Fermi level is the same everywhere, while at the boundary the band edge is raised by the barrier. With the depletion value,

E_C − E_F = 0.146 + 0.193 = 0.339 eV at the boundary.

A midgap trap lies 0.56 eV below E_C, hence about 0.22 eV below the Fermi level. That is more than eight times kT, so the assumption of filled traps is consistent. The scaling estimate of 1.5 eV would have put the same trap far above the Fermi level and emptied it.

The occupation can be made quantitative. Suppose that the neutral trap has one unpaired electron, and so two spin states, while the charged trap has a single paired state. The statistical weights are 2 for neutral and exp[−(E_t − E_F)/kT] for charged, where E_t is the trap level. The filled fraction is the second weight divided by the sum:

f = 1/{1 + 2 exp[(E_t − E_F)/kT]}.

This fraction depends on the barrier, and the barrier depends on the trapped charge fN_t, so the two must be found together. This is done below, once the free electrons are included.

**Solution with free electrons**

The edge of the depleted layer is not sharp. Where the band edge has risen by only a few times kT, some free electrons remain. Their density is N_D exp(−u/kT), provided that they follow Boltzmann statistics, and they cancel part of the donor charge. With all donors ionized, Poisson's equation becomes

u″ = A[1 − exp(−u/kT)], A = q²N_D/ε.

Multiply both sides by u′. Each side is then a total derivative:

d/dx[(u′)²/2] = d/dx{A[u + kT exp(−u/kT)]}.

Deep in the grain u and u′ vanish, and the bracket on the right equals kT. Integrating from there to x gives

(u′)²/2 = A{u − kT[1 − exp(−u/kT)]}.

For a fixed sheet charge, Gauss's law still demands u′(0) = −q²N_t/(2ε). Let E be the new barrier u(0). Dividing the left side by A gives

(1/2)(q²N_t/2ε)² × ε/(q²N_D) = q²N_t²/(8εN_D) = E_b.

The depletion barrier has reappeared, and the relation between the two barriers is

E − kT[1 − exp(−E/kT)] = E_b.

When E is much larger than kT the exponential is negligible, and

E ≈ E_b + kT.

For the example this is 0.1933 + 0.0258 ≈ 0.219 eV. A direct numerical solution of the differential equation, with the same sheet charge and fully ionized donors, gives 0.2192 eV. At 30 K, with the donors still held ionized by assumption, it gives 0.1959 eV, which approaches the depletion value as the formula requires.

It may seem odd that free electrons raise the barrier, since they weaken the positive charge near the edge of the layer. The reason is that the total compensating charge is fixed by the sheet. Integration by parts gives

∫₀^∞ x u″ dx = −∫₀^∞ u′ dx = u(0),

so the barrier is q/ε times the first moment of the charge density,

u(0) = (q/ε) ∫₀^∞ xρ dx.

Charge farther from the boundary counts more. The depletion picture packs the donor charge as closely to the boundary as the density N_D permits. Free electrons remove some of it near the edge, and an equal amount must appear farther out.

Now the filling can be included. With midgap traps at 300 K, the joint solution has 99.9 percent of the traps filled and a barrier of 0.2188 eV. Incomplete filling therefore costs only 0.0004 eV.

**Comparison of estimate and solution**

The scaling estimate has the correct dependence on both densities, but it is eight times the depletion result. The factor is a product of three twos. Each side carries half the field lines of the sheet, which halves the field. Each side supplies half the compensating charge, which halves the width. Finally, the field falls linearly to zero across the layer, so its average is half its value at the boundary.

Including the first two factors already gives a useful estimate: the field of 0.0773 MV/cm acting over 50 nm corresponds to 0.39 eV. The last factor of two brings this to 0.19 eV.

Free electrons change the barrier by a smaller amount, 0.026 eV, or 13 percent of the depletion value. For the electron density at the boundary this still matters, because that density varies as exp(−E/kT). Using 0.193 eV instead of 0.219 eV overestimates it by a factor of 2.7, which is e, since the barriers differ by almost one kT.

**Where the quadratic law fails**

The first failure occurs when the traps can no longer all be filled. Let the trap density be doubled while the doping, the midgap level and the temperature are held fixed. The formula for full traps predicts four times the barrier, 0.77 eV. This would raise the trap level above the Fermi level and contradict the assumption of full traps. The joint solution has 67 percent of the traps filled and a barrier of 0.38 eV. As the barrier grows it lifts the trap level towards the Fermi level, and this limits further charging.

Temperature acts through the same condition. At 400 K, with the gap and trap depth held at their 300 K values and the donors fully ionized, the filling falls to 96.4 percent and the barrier is 0.214 eV. Two changes compete: the free-electron term kT grows, while the trapped charge shrinks and enters as its square. For these parameters the loss of charge wins slightly.

The second failure occurs in small grains. Consider a row of identical slab-shaped grains of width L, separated by parallel boundaries. The two depleted layers of a grain fit into it if

L > 2W = N_t/N_D = 100 nm.

In the depletion approximation a grain of 300 nm keeps a neutral core of 200 nm; with free electrons the edges of this core are gradual, and the strictly neutral part is narrower. If L is less than 100 nm, the donors cannot supply enough electrons to fill every trap. Suppose that the traps are deep enough to take all the electrons there are. The whole grain is then depleted, and by symmetry the field vanishes at its centre, x = L/2. The earlier integration applies with W replaced by L/2, and the barrier measured from the centre of the grain is

E_small = (q²N_D/2ε)(L/2)² = q²N_D L²/(8ε).

For L = 50 nm this gives

E_small = 1.5466 × 10⁻⁴ × 50²/8 eV ≈ 0.048 eV.

At L = 100 nm it gives 0.193 eV and joins the large-grain result. The dependence on doping is reversed: more donors raise the barrier in a fully depleted grain, because they charge more traps, and lower it in a large grain whose traps stay nearly full, because they compensate the same trapped charge over a shorter distance. The second half of this rule fails when the traps are only partly filled. For 10¹² midgap traps per cm² at 300 K, in a grain wide enough to keep a neutral core, the barrier rises slowly from 0.33 eV at 10¹⁵ donors per cm³ to 0.35 eV at 2 × 10¹⁶, because the added donors raise the Fermi level and fill more traps, and it falls only at higher doping.

**Other neglected effects**

The sheet and the donor background were treated as smooth, but both consist of separate charges. The typical spacing is N_t^(−1/2) = 10 nm for the traps and N_D^(−1/3) ≈ 22 nm for the donors, while the depleted layer on each side is only 50 nm wide. An electron therefore meets a barrier that varies from place to place.

To estimate the variation, place traps and donors independently at random, and treat the two depletion edges as grounded conducting planes. The variance of the electron energy at a point on the boundary is then a sum over the two kinds of charge, each contributing its density times the integral of the square of the energy due to one charge. The donor part of this sum is finite, with a standard deviation of at most 0.022 eV, but the trap part grows logarithmically without limit as ever closer traps are included, so charges within a chosen lateral distance are left out. The standard deviation is 0.041 eV for a cutoff of 5 nm and 0.032 eV for 10 nm. One thousand random arrangements with the 5 nm cutoff gave 0.042 eV. The dependence on the cutoff shows that this is an estimate of size; correlations between the charges would also change it.

Electrons can also tunnel through the top of the barrier. For a one-dimensional barrier with the calculated profile, the ratio of quantum to classical current is 1.45 for a mass of 0.19 electron masses and 1.21 for 0.92, the rough light and heavy masses of silicon. Which mass applies depends on the valley and on the orientation of the boundary. For a boundary normal along [100], four of the six valleys cross with the light mass and carry most of the current, and for [111] all valleys cross with a mass near 0.26; in both cases the overall ratio is about 1.4. The ratios 1.45 and 1.21 correspond to lowering a classical barrier by about 0.010 eV and 0.005 eV.

Two effects are negligible here. With a donor level 0.045 eV below the band edge, 96 percent of the donors are ionized in the bulk, yet the barrier changes by only about 0.02 meV. The reason is a near cancellation. Donors that stay neutral near the edge of the layer remove positive charge, which alone would raise the barrier by about 1 meV. The free electrons are also fewer, which lowers it by almost the same amount. Boltzmann statistics are also adequate, since N_D is only 0.4 percent of N_c.

**Relation to real silicon films**

The parameters describe a moderately doped polycrystalline silicon film, for which 10¹² traps per cm² and grains of a few hundred nanometres are reasonable rough values; both depend strongly on how the film was made. Real boundaries depart from the single trap level and from the uniform trap density assumed here. As long as the traps stay nearly full, their exact energies matter little. At the stated densities this requires a level about 0.5 eV or more below E_C. At a depth of 0.50 eV the filling is 99 percent and the barrier 0.216 eV, at 0.40 eV they are 90 percent and 0.18 eV, and at 0.30 eV only 69 percent and 0.12 eV. For deep traps the number matters more than the energy: 10 percent more traps raise the depletion barrier by 21 percent, to 0.23 eV. Within one boundary, the random placement of charges adds a spread of a few hundredths of an electronvolt, whose size depends on how the closest charges are treated. The value 0.19 eV is thus the depletion result for the stated densities. At 300 K the same uniform model with free electrons gives 0.22 eV, and the second decimal should not be read as a prediction for a particular spot on a real boundary. The numerical output below lists the main values.

Computed values

```
Trap density: 1.0e+12 cm^-2
Donor density: 1.0e+17 cm^-3
Relative permittivity: 11.7
Temperature: 300 K; kT = 0.02585 eV
Silicon gap (rough): 1.12 eV; trap depth below E_C: 0.56 eV
Density-of-states mass (rough): 1.08 electron masses
Donor depth (rough): 0.045 eV
q/eps: 1.5466 V nm
Depletion width on each side: 50.0 nm
Field beside the boundary: 0.0773 MV/cm
Depletion barrier: 0.1933 eV = 3.097e-20 J
Wrong one-sided barrier: 0.7733 eV
Grain size (rough): 300 nm; neutral core: 200 nm
Debye length: 12.93 nm
Barrier with mobile electrons, full traps: 0.2192 eV
Same from Poisson equation: 0.2192 eV
Rise over depletion barrier: 0.0258 eV
Boundary electron density overestimate: 2.718 times
Poisson barrier at 30 K, donors kept ionized: 0.1959 eV
Conduction-band state density: 2.816e+19 cm^-3
Bulk E_C - E_F: 0.1458 eV
Boundary E_C - E_F, full traps: 0.3650 eV
Fermi level above trap level: 0.1950 eV
Self-consistent trap filling at 300 K: 99.896 percent
Self-consistent barrier at 300 K: 0.2188 eV
Self-consistent trap filling at 400 K: 96.36 percent
Self-consistent barrier at 400 K: 0.2139 eV
Twice the traps, full-filling formula: 0.7733 eV
Twice the traps, self-consistent barrier: 0.3774 eV
Twice the traps, filling: 67.43 percent
Bulk donor ionization: 96.25 percent
Barrier shift from incomplete ionization: 0.019 meV
Degeneracy measure N_D/N_c: 0.355 percent
Quantum/classical current, light mass 0.19: 1.4481
  equivalent barrier shift: -9.572 meV
Quantum/classical current, heavy mass 0.92: 1.2128
  equivalent barrier shift: -4.988 meV
Mean trap spacing: 10.0 nm; donor spacing: 21.5 nm
Mean barrier from discrete charges: 0.1933 eV
Barrier spread, 5 nm cutoff: 0.0408 eV
Barrier spread, 10 nm cutoff: 0.0322 eV
Spread from random placement, 5 nm cutoff: 0.0419 eV
```
